# G0W0 from restricted Hartree-Fock for the half-filled Hubbard dimer: test program

```python
"""
G0W0 from restricted Hartree-Fock for the half-filled Hubbard dimer.
Hopping -t, on-site repulsion U, two electrons. Result under test:
  h = sqrt(4t^2+4tU), R = U^2 t/h, D = sqrt((h+2t)^2+4R)
  bonding poles      U/2 + h/2 -+ D/2   (quasiparticle, satellite)
  antibonding poles  U/2 - h/2 +- D/2   (quasiparticle, satellite)
  quasiparticle weight Z = (1+(h+2t)/D)/2, gap D-h.
h is the pole of the RPA screened interaction W (spin-independent form of U)
and R is the residue of its site-diagonal element at frequency +h.
"""
import numpy as np
from scipy.optimize import brentq

SIGN = np.array([[1.0, -1.0], [-1.0, 1.0]])


def closed_form(t, U):
    h = np.sqrt(4*t*t + 4*t*U)
    R = U*U*t/h
    D = np.sqrt((h + 2*t)**2 + 4*R)
    return dict(h=h, R=R, D=D, Z=0.5*(1 + (h + 2*t)/D), gap=D - h,
                b_qp=U/2 + h/2 - D/2, b_sat=U/2 + h/2 + D/2,
                a_qp=U/2 - h/2 + D/2, a_sat=U/2 - h/2 - D/2)


def hartree_fock(t, U):
    """Self-consistent restricted solution from an asymmetric start."""
    density = np.diag([0.7, 0.3])          # density matrix of one spin
    for _ in range(250):
        n = np.diag(density)
        fock = np.array([[0, -t], [-t, 0]]) + np.diag(2*U*n - U*n)
        e, C = np.linalg.eigh(fock)
        density = 0.8*density + 0.2*np.outer(C[:, 0], C[:, 0])
    return e, C, fock


def orbital_integrals(C, U):
    return U*np.einsum('ip,iq,ir,is->pqrs', C, C, C, C)


def squared_modes(t, U, spin_coupling):
    """Squared RPA energies for a given interaction matrix in spin space."""
    e, C, _ = hartree_fock(t, U)
    K = orbital_integrals(C, U)[0, 1, 0, 1]
    B = K*spin_coupling
    A = (e[1] - e[0])*np.eye(2) + B
    return np.sort(np.linalg.eigvals((A - B) @ (A + B)).real)


def gw_by_diagonalization(t, U):
    """Poles and orbital weights of G0W0 from numerical HF and RPA."""
    e, C, _ = hartree_fock(t, U)
    eri = orbital_integrals(C, U)
    B = 2*eri[0, 1, 0, 1]
    A = e[1] - e[0] + B
    modes, vectors = np.linalg.eig(np.array([[A, B], [-B, -A]]))
    k = np.argmax(modes.real)
    X, Y = vectors[:, k].real
    amplitude = (X + Y)/np.sqrt(X*X - Y*Y)
    coupling = np.sqrt(2)*eri[:, :, 0, 1]*amplitude
    M = np.zeros((4, 4))
    M[:2, :2] = np.diag(e)
    M[:2, 2:] = coupling
    M[2:, :2] = coupling.T
    M[2, 2] = e[0] - modes[k].real
    M[3, 3] = e[1] + modes[k].real
    poles, V = np.linalg.eigh(M)
    return poles, V[0]**2, V[1]**2, modes[k].real


def polarization(t, z):
    z = np.asarray(z, dtype=complex)
    return (2*t/(z*z - 4*t*t))[..., None, None]*SIGN


def screened_interaction(t, U, z):
    return U*np.linalg.inv(np.eye(2) - U*polarization(t, z))


def fock_space_annihilators():
    a, s, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
    ops = []
    for k in range(4):                     # order: 1up, 1down, 2up, 2down
        op = np.eye(1)
        for j in range(4):
            op = np.kron(op, s if j < k else (a if j == k else one))
        ops.append(op)
    return ops


ANN = fock_space_annihilators()
NUM = [c.T @ c for c in ANN]


def merge_lines(energies, weights):
    out = []
    for x, w in sorted(zip(energies, weights)):
        if w < 1e-12:
            continue
        if out and abs(x - out[-1][0]) < 1e-7:
            out[-1][1] += w
        else:
            out.append([x, w])
    return np.array(out)


def exact_solution(t, U):
    """Exact bonding, antibonding and charge-excitation lines."""
    hop = ANN[0].T @ ANN[2] + ANN[1].T @ ANN[3]
    H = -t*(hop + hop.T) + U*(NUM[0] @ NUM[1] + NUM[2] @ NUM[3])
    mu = U/2
    levels, V = np.linalg.eigh(H - mu*sum(NUM))
    ground, excitation = V[:, 0], levels - levels[0]
    assert abs(ground @ sum(NUM) @ ground - 2) < 1e-10
    spectra = []
    for sign in (1, -1):
        c = (ANN[0] + sign*ANN[2])/np.sqrt(2)
        added, removed = (V.T @ c.T @ ground)**2, (V.T @ c @ ground)**2
        spectra.append(merge_lines(np.r_[mu + excitation, mu - excitation],
                                   np.r_[added, removed]))
    strength = (V.T @ (NUM[0] + NUM[1]) @ ground)**2
    charge = merge_lines(excitation[1:], strength[1:])
    return spectra[0], spectra[1], charge


def exact_gap(t, U):
    bonding, antibonding, _ = exact_solution(t, U)
    return antibonding[-1, 0] - bonding[0, 0]


# Midpoint rule after mapping the whole imaginary axis to a finite interval.
n_grid = 2000
theta = -np.pi/2 + (np.arange(n_grid) + 0.5)*np.pi/n_grid

for t, U in [(1.0, 3.0), (0.7, 1.1), (1.0, 8.0)]:
    q = closed_form(t, U)
    e, C, fock = hartree_fock(t, U)
    assert np.allclose(e, [U/2 - t, U/2 + t], atol=1e-10)
    freq = t*np.tan(theta)
    step = t/np.cos(theta)**2*np.pi/n_grid/(2*np.pi)

    def green0(w):
        w = np.asarray(w, dtype=float)
        return np.linalg.inv((1j*w + U/2)[..., None, None]*np.eye(2) - fock)

    # Polarization from its definition as a convolution of two propagators.
    for nu in (0.0, 0.7, 2.0):
        bubble = 2*np.einsum('w,wij,wji->ij', step,
                             green0(freq + nu), green0(freq))
        assert np.allclose(bubble, polarization(t, 1j*nu), atol=1e-8)

    # Screened interaction: explicit form, and residue by contour integral.
    z = 0.6*t + 0.2j
    explicit = U*np.eye(2) + 2*t*U*U/(z*z - q['h']**2)*SIGN
    assert np.allclose(screened_interaction(t, U, z), explicit, atol=1e-10)
    circle = 0.3*t*np.exp(2j*np.pi*(np.arange(64) + 0.5)/64)
    W_circle = screened_interaction(t, U, q['h'] + circle)
    residue = np.mean(W_circle*circle[:, None, None], axis=0)
    assert np.allclose(residue, q['R']*SIGN, atol=1e-9)

    # Self-energy by quadrature, then the interacting propagator.
    W_corr = screened_interaction(t, U, 1j*freq) - U*np.eye(2)
    for w in (0.3, 1.7):
        sigma = -np.einsum('w,wij,wij->ij', step, green0(freq + w), W_corr)
        sigma_orb = C.T @ sigma @ C
        zz = 1j*w + U/2
        expected = np.diag([q['R']/(zz - e[1] - q['h']),
                            q['R']/(zz - e[0] + q['h'])])
        assert np.allclose(sigma_orb, expected, atol=1e-8)
        G = C.T @ np.linalg.inv(zz*np.eye(2) - fock - sigma) @ C
        Z = q['Z']
        G_b = Z/(zz - q['b_qp']) + (1 - Z)/(zz - q['b_sat'])
        G_a = Z/(zz - q['a_qp']) + (1 - Z)/(zz - q['a_sat'])
        assert np.allclose(G, np.diag([G_b, G_a]), atol=1e-8)

    # Poles and weights from diagonalization of numerical HF and RPA data.
    poles, weight_b, weight_a, mode = gw_by_diagonalization(t, U)
    assert abs(mode - q['h']) < 1e-9
    assert np.allclose(poles, [q['a_sat'], q['b_qp'], q['a_qp'], q['b_sat']],
                       atol=1e-9)
    assert np.allclose(weight_b, [0, q['Z'], 0, 1 - q['Z']], atol=1e-9)
    assert np.allclose(weight_a, [1 - q['Z'], 0, q['Z'], 0], atol=1e-9)
    assert abs(weight_b @ poles - e[0]) < 1e-9      # first moment
    assert abs(poles[2] - poles[1] - q['gap']) < 1e-9

    # Effect of the spin form of the interaction on the RPA modes.
    both = squared_modes(t, U, np.ones((2, 2)))
    opposite = squared_modes(t, U, np.ones((2, 2)) - np.eye(2))
    assert np.allclose(both, [4*t*t, 4*t*t + 4*t*U], atol=1e-8)
    assert np.allclose(opposite, [4*t*t - 2*t*U, 4*t*t + 2*t*U], atol=1e-8)

    # Exact spectrum, and exact self-energy = second order with exchange.
    bonding, antibonding, charge = exact_solution(t, U)
    c = np.sqrt(U*U + 16*t*t)
    assert np.allclose(bonding[:, 0], [U/2 + t - c/2, U/2 + t + c/2])
    assert np.allclose(antibonding[:, 0], [U/2 - t - c/2, U/2 - t + c/2])
    assert abs(bonding[0, 1] - 0.5*(1 + 4*t/c)) < 1e-9
    assert abs(exact_gap(t, U) - (c - 2*t)) < 1e-9
    assert len(charge) == 1 and abs(charge[0, 0] - (U + c)/2) < 1e-9
    K = orbital_integrals(C, U)[0, 1, 0, 1]
    direct, exchange = 2*K*K, -K*K
    z = 0.3 + 0.9j
    G_exact = np.sum(bonding[:, 1]/(z - bonding[:, 0]))
    sigma_exact = z - e[0] - 1/G_exact
    assert abs(sigma_exact - (direct + exchange)/(z + e[0] - 2*e[1])) < 1e-8
    assert abs(sigma_exact - (U*U/4)/(z - U/2 - 3*t)) < 1e-8

# Weak coupling: corrections to the gap; strong coupling: power law.
u_small = 1e-3
gw_coefficient = (closed_form(1.0, u_small)['gap'] - 2)/u_small**2
exact_coefficient = (exact_gap(1.0, u_small) - 2)/u_small**2
assert abs(gw_coefficient - 0.25) < 1e-3
assert abs(exact_coefficient - 0.125) < 1e-3
u_large = 1e12
power_ratio = closed_form(1.0, u_large)['gap']/(np.sqrt(2)*u_large**0.75)
assert abs(power_ratio - 1) < 2e-3      # next term is of order U^(-1/4)


# Stability of the restricted state against spin polarization.
def polarized_energy(angle, U):
    up = np.array([np.cos(angle), np.sin(angle)])
    down = up[::-1]
    return -2*up[0]*up[1] - 2*down[0]*down[1] + U*np.sum(up**2*down**2)


angles = np.linspace(0, np.pi/2, 2001)
for U_test, stable in [(1.9, True), (2.1, False)]:
    lowest = min(polarized_energy(x, U_test) for x in angles)
    lowering = polarized_energy(np.pi/4, U_test) - lowest
    assert (lowering < 1e-10) == stable
opposite_only = np.ones((2, 2)) - np.eye(2)
U_stability = brentq(lambda u: squared_modes(1.0, u, opposite_only)[0], 1, 3)
assert abs(U_stability - 2) < 1e-8

U_gap_cross = brentq(lambda u: closed_form(1., u)['gap'] - exact_gap(1., u),
                     0.5, 3)
U_mode_cross = brentq(lambda u: closed_form(1., u)['h']
                      - exact_solution(1., u)[2][0, 0], 1, 6)
assert abs(U_mode_cross - 3) < 1e-8

# Worked example, all energies in units of the hopping t.
t, U = 1.0, 3.0
q = closed_form(t, U)
e, C, fock = hartree_fock(t, U)
bonding, antibonding, charge = exact_solution(t, U)
W0 = screened_interaction(t, U, 0.0).real
K = orbital_integrals(C, U)[0, 1, 0, 1]


def show(label, value, unit="t"):
    print(f"{label}: {value + 0.0:.4f} {unit}")


show("hopping t", t)
show("repulsion U", U)
show("HF bonding level", e[0])
show("HF antibonding level", e[1])
show("HF gap", e[1] - e[0])
show("screening pole h", q['h'])
show("residue R of W_11 at +h", q['R'], "t^2")
show("static W_11", W0[0, 0])
show("static W_12", W0[0, 1])
show("root D", q['D'])
show("G0W0 bonding quasiparticle", q['b_qp'])
show("G0W0 bonding satellite", q['b_sat'])
show("G0W0 antibonding quasiparticle", q['a_qp'])
show("G0W0 antibonding satellite", q['a_sat'])
show("G0W0 quasiparticle weight", q['Z'], "(no unit)")
show("G0W0 satellite weight", 1 - q['Z'], "(no unit)")
show("G0W0 gap", q['gap'])
show("exact bonding quasiparticle", round(bonding[0, 0], 10))
show("exact bonding satellite", bonding[1, 0])
show("exact antibonding quasiparticle", antibonding[1, 0])
show("exact antibonding satellite", antibonding[0, 0])
show("exact quasiparticle weight", bonding[0, 1], "(no unit)")
show("exact satellite weight", bonding[1, 1], "(no unit)")
show("exact gap", exact_gap(t, U))
show("exact charge excitation", charge[0, 0])
show("exact residue of W_11", U*U*charge[0, 1], "t^2")
show("G0W0 bonding self-energy pole", e[1] + q['h'])
show("exact bonding self-energy pole", 2*e[1] - e[0])
show("exact self-energy numerator", K*K, "t^2")
show("charge mode, opposite-spin U only",
     np.sqrt(squared_modes(t, U, opposite_only)[1]))
show("restricted HF unstable above U", U_stability)
show("G0W0 and exact gaps cross at U", U_gap_cross)
show("h and exact charge excitation cross at U", U_mode_cross)
show("G0W0 gap correction / U^2, U=0.001t", gw_coefficient, "1/t")
show("exact gap correction / U^2, U=0.001t", exact_coefficient, "1/t")
show("G0W0 gap / (sqrt2 U^(3/4) t^(1/4)), U=1e12 t", power_ratio, "(no unit)")
print("scan, all in t: U, h, exact charge exc., G0W0 gap, exact gap")
for u in (0.5, 1.0, 2.0, 3.0, 4.0, 8.0):
    s = closed_form(1.0, u)
    print(f"{u:.1f} {s['h']:.4f} {exact_solution(1.0, u)[2][0, 0]:.4f} "
          f"{s['gap']:.4f} {exact_gap(1.0, u):.4f}")
print("every check passed")
```

It prints:

```
hopping t: 1.0000 t
repulsion U: 3.0000 t
HF bonding level: 0.5000 t
HF antibonding level: 2.5000 t
HF gap: 2.0000 t
screening pole h: 4.0000 t
residue R of W_11 at +h: 2.2500 t^2
static W_11: 1.8750 t
static W_12: 1.1250 t
root D: 6.7082 t
G0W0 bonding quasiparticle: 0.1459 t
G0W0 bonding satellite: 6.8541 t
G0W0 antibonding quasiparticle: 2.8541 t
G0W0 antibonding satellite: -3.8541 t
G0W0 quasiparticle weight: 0.9472 (no unit)
G0W0 satellite weight: 0.0528 (no unit)
G0W0 gap: 2.7082 t
exact bonding quasiparticle: 0.0000 t
exact bonding satellite: 5.0000 t
exact antibonding quasiparticle: 3.0000 t
exact antibonding satellite: -2.0000 t
exact quasiparticle weight: 0.9000 (no unit)
exact satellite weight: 0.1000 (no unit)
exact gap: 3.0000 t
exact charge excitation: 4.0000 t
exact residue of W_11: 1.8000 t^2
G0W0 bonding self-energy pole: 6.5000 t
exact bonding self-energy pole: 4.5000 t
exact self-energy numerator: 2.2500 t^2
charge mode, opposite-spin U only: 3.1623 t
restricted HF unstable above U: 2.0000 t
G0W0 and exact gaps cross at U: 1.4595 t
h and exact charge excitation cross at U: 3.0000 t
G0W0 gap correction / U^2, U=0.001t: 0.2498 1/t
exact gap correction / U^2, U=0.001t: 0.1250 1/t
G0W0 gap / (sqrt2 U^(3/4) t^(1/4)), U=1e12 t: 0.9986 (no unit)
scan, all in t: U, h, exact charge exc., G0W0 gap, exact gap
0.5 2.4495 2.2656 2.0456 2.0311
1.0 2.8284 2.5616 2.1443 2.1231
2.0 3.4641 3.2361 2.4075 2.4721
3.0 4.0000 4.0000 2.7082 3.0000
4.0 4.4721 4.8284 3.0245 3.6569
8.0 6.0000 8.4721 4.3280 6.9443
every check passed
```
